# Anomalous magnetic moment from axial-vector boson exchange

## Problem

A fermion of mass $m$ couples to a neutral boson of mass $M$ through one of the interactions

$$\mathcal L_V=g\,\bar\psi\gamma^\mu\psi\,V_\mu ,\qquad \mathcal L_A=g\,\bar\psi\gamma^\mu\gamma_5\psi\,A_\mu .$$

The photon couples to the conserved vector current of the fermion. Work at one loop in $g$.

(a) Find the contribution $a=F_2(0)$ to the anomalous magnetic moment from the metric part of the boson propagator, for both couplings.

(b) Find the contribution of the longitudinal part $k_\nu k_\rho/M^2$, and interpret it.

(c) Compare the axial and vector results for $M\gg m$, with the first correction to their ratio.

(d) Find the behaviour for $M\ll m$, and state when it can be trusted.

(e) Evaluate both regimes for $m=100$ MeV, $g=10^{-3}$, with $M=10$ GeV and $M=1$ MeV.

## Conventions and assumptions

The metric is $(+,-,-,-)$ and $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$. The fermion momentum changes from $p$ to $p'$; let $Q=p'-p$ and $P=p+p'$. With the charge factored out, the photon vertex is

$$\bar u(p')\Big[F_1\gamma^\mu+F_2\frac{i\sigma^{\mu\nu}Q_\nu}{2m}\Big]u(p).$$

The boson propagator is $-i(g_{\nu\rho}-k_\nu k_\rho/M^2)/(k^2-M^2)$. Divergent integrals are regulated dimensionally, with $\gamma_5$ anticommuting along the open fermion line. An axial coupling to a massive fermion requires a symmetry-breaking sector; its radial scalar is assumed heavy enough to be neglected.

## Solution

### (a) The metric part

The internal fermion momenta are $q=p-k$ and $q'=p'-k$. The two boson vertices, two fermion propagators and the boson propagator supply the factor $(ig)^2(i)^2(-i)=-ig^2$, so

$$\delta\Gamma^\mu=-ig^2\int\!\frac{d^4k}{(2\pi)^4}\,\frac{N^\mu}{(k^2-M^2)(q'^2-m^2)(q^2-m^2)} .$$

For the axial coupling, move the left $\gamma_5$ to the right. It changes the sign of every gamma matrix it passes and then meets the other $\gamma_5$:

$$\gamma^\nu\gamma_5(\not q'+m)\gamma^\mu(\not q+m)\gamma_\nu\gamma_5
=\gamma^\nu(\not q'-m)\gamma^\mu(\not q-m)\gamma_\nu .$$

This is the vector numerator with the sign of the internal mass reversed. Both cases are therefore covered by $\eta=+1$ (vector) and $\eta=-1$ (axial):

$$N^\mu=\gamma^\nu(\not q'+\eta m)\gamma^\mu(\not q+\eta m)\gamma_\nu
=-2\not q\gamma^\mu\not q'+4\eta m(q+q')^\mu-2m^2\gamma^\mu .$$

The four-dimensional contractions suffice here. The divergent terms are quadratic in the shifted loop momentum, and after averaging over its directions they are proportional to $\gamma^\mu$, which does not affect $F_2$.

**Feynman parameters.** Assign $x_1,x_2,z$ to the denominators containing $q'$, $q$ and the boson, with $x=x_1+x_2=1-z$. Since $q'^2-m^2=k^2-2p'\!\cdot k$ and $q^2-m^2=k^2-2p\cdot k$, the shift $k=l+x_1p'+x_2p$ produces the denominator $(l^2-\Delta)^3$. At $Q^2=0$,

$$\Delta=x^2m^2+(1-x)M^2 .$$

The shift can be written $x_1p'+x_2p=\tfrac12xP+\tfrac12(x_1-x_2)Q$. Terms odd in $x_1-x_2$ integrate to zero. Terms quadratic in it multiply

$$\not Q\gamma^\mu\not Q=2Q^\mu\not Q-Q^2\gamma^\mu\to-Q^2\gamma^\mu,$$

because $\bar u(p')\not Q u(p)=0$. Neither kind contributes to $F_2$. Terms linear in $l$ also vanish, so for this purpose

$$q\to\tfrac12(zP-Q),\qquad q'\to\tfrac12(zP+Q).$$

**Reduction between spinors.** From $P=2p'-Q=2p+Q$ and the Dirac equation,

$$\bar u(p')\not P=\bar u(p')(2m-\not Q),\qquad \not P u(p)=(2m+\not Q)u(p).$$

Therefore

$$-2\not q\gamma^\mu\not q'\to-\tfrac12\,[2mz-(1+z)\not Q]\,\gamma^\mu\,[2mz+(1+z)\not Q].$$

The part linear in $Q$ is $-mz(1+z)[\gamma^\mu,\not Q]$. Since $[\gamma^\mu,\not Q]=-2i\sigma^{\mu\nu}Q_\nu$, it equals $2mz(1+z)\,i\sigma^{\mu\nu}Q_\nu$.

In the second term of $N^\mu$, $q+q'\to zP$. The Gordon identity $P^\mu\to2m\gamma^\mu-i\sigma^{\mu\nu}Q_\nu$ gives $-4\eta mz\,i\sigma^{\mu\nu}Q_\nu$. The total coefficient of $i\sigma^{\mu\nu}Q_\nu$ is

$$C_\eta=2mz\,[(1+z)-2\eta],$$

$$C_{+}=-2m\,x(1-x),\qquad C_{-}=2m(1-x)(4-x).$$

**Loop integral.** Rotating to Euclidean momentum,

$$\int\!\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta)^3}
=-\frac{i}{8\pi^2}\int_0^\infty\!\frac{l^3\,dl}{(l^2+\Delta)^3}=-\frac{i}{32\pi^2\Delta}.$$

The Feynman formula carries a factor 2, so the prefactor is $-ig^2\cdot2\cdot(-i)/(32\pi^2\Delta)=-g^2/(16\pi^2\Delta)$. At fixed $x$, the integral over $x_1$ gives a factor $x$. Multiplying by $2m$ to extract $F_2$,

$$a=-\frac{g^2m}{8\pi^2}\int_0^1dx\,\frac{x\,C_\eta}{\Delta}.$$

The metric contributions are thus

$$a_V=\frac{g^2}{4\pi^2}\int_0^1dx\,\frac{m^2x^2(1-x)}{\Delta},$$

$$a_A^{\rm metric}=-\frac{g^2}{4\pi^2}\int_0^1dx\,\frac{m^2x(1-x)(4-x)}{\Delta}.$$

### (b) The longitudinal part

Let $S(q)=1/(\not q-m)$. For the vector coupling, $k=p'-q'=p-q$ gives

$$\bar u(p')\not k\,S(q')=-\bar u(p'),\qquad S(q)\not k\,u(p)=-u(p).$$

The numerator collapses to $\gamma^\mu$, so there is no contribution to $F_2$, and $a_V$ above is the complete vector result.

For the axial coupling the mass term does not cancel:

$$\bar u(p')\not k\gamma_5=\bar u(p')(m\gamma_5+\gamma_5\not q')
=\bar u(p')\gamma_5[(\not q'-m)+2m],$$

$$\not k\gamma_5u(p)=-(\not q+m)\gamma_5u(p)=-[(\not q-m)+2m]\gamma_5u(p).$$

The product along the fermion line becomes

$$-\bar u(p')\gamma_5[1+2mS(q')]\gamma^\mu[1+2mS(q)]\gamma_5u(p).$$

Consider its terms in turn.

- The term without a propagator is $-\gamma_5\gamma^\mu\gamma_5=\gamma^\mu$.
- In the term with $S(q')$ alone, the loop integral depends on $p'$ only and has the form $A\not p'+B$. The matrix $\gamma_5(A\not p'+B)\gamma^\mu\gamma_5=(A\not p'-B)\gamma^\mu$ reduces to a multiple of $\gamma^\mu$ because $\bar u(p')\not p'=m\bar u(p')$.
- The term with $S(q)$ alone reduces in the same way, using $\not p\,u(p)=mu(p)$.

Only $-4m^2\gamma_5S(q')\gamma^\mu S(q)\gamma_5$ can produce a moment. The longitudinal propagator has the opposite sign to the metric part, so its overall factor is $+ig^2/M^2$. The surviving vertex is

$$-i\Big(\frac{2mg}{M}\Big)^2\int\!\frac{d^4k}{(2\pi)^4}\,\frac{\gamma_5S(q')\gamma^\mu S(q)\gamma_5}{k^2-M^2}.$$

This is the exchange of a pseudoscalar of mass $M$ with $\mathcal L_P=-ig_P\,\phi\,\bar\psi\gamma_5\psi$: its vertices are $g_P\gamma_5$, and the three propagators supply $i^3=-i$. Hence

$$g_P=\frac{2mg}{M}.$$

For $F_2$ at one loop this identification holds at every $M$. The factor $m$ measures the non-conservation of the axial current by the fermion mass, and the factor $1/M$ comes from the longitudinal polarization.

**The pseudoscalar moment.** Moving $\gamma_5$ through the line gives

$$\gamma_5(\not q'+m)\gamma^\mu(\not q+m)\gamma_5=-(\not q'-m)\gamma^\mu(\not q-m).$$

With the same parameters and the same discarded terms as in (a), the spinors now give

$$\bar u(p')(\not q'-m)\to-x\,\bar u(p')(m-\tfrac12\not Q),$$

$$(\not q-m)u(p)\to-x(m+\tfrac12\not Q)u(p).$$

The part linear in $Q$ is $-\tfrac12x^2m[\gamma^\mu,\not Q]=x^2m\,i\sigma^{\mu\nu}Q_\nu$. Using the loop factor $-g_P^2/(16\pi^2\Delta)$, the measure $x\,dx$ and the factor $2m$,

$$a_P=-\frac{g_P^2}{8\pi^2}\int_0^1dx\,\frac{m^2x^3}{\Delta}.$$

Inserting $g_P$ and adding the metric part,

$$a_A=-\frac{g^2}{4\pi^2}\int_0^1dx\,
\frac{m^2x(1-x)(4-x)+2(m^4/M^2)x^3}{\Delta}.$$

Both terms in the numerator are non-negative, so $a_A<0$ for every $M>0$, whereas $a_V>0$.

These formulas were tested against direct integration over Euclidean loop momentum without Feynman parameters, with $F_2$ obtained as the magnetic response minus the charge response. At $M/m=0.1$, $1$, $10$ and $40$, the two agree to about one part in $10^5$ or better.

### (c) Heavy boson

Let $\varepsilon=m^2/M^2\ll1$. At leading order $\Delta\to(1-x)M^2$, which cancels the factor $1-x$ in the metric integrands:

$$a_V\to\frac{g^2\varepsilon}{4\pi^2}\int_0^1x^2dx=\frac{g^2}{12\pi^2}\frac{m^2}{M^2},$$

$$a_A\to-\frac{g^2\varepsilon}{4\pi^2}\int_0^1x(4-x)dx=-\frac{5g^2}{12\pi^2}\frac{m^2}{M^2}.$$

For equal couplings the ratio tends to $-5$. Its origin is visible in $C_\eta$. The term independent of the sign of the internal mass contributes $-\int x(2-x)dx=-\tfrac23$ to both integrals. The term linear in the internal mass contributes $+2\eta\int x\,dx=\eta$. The sums are $\tfrac13$ for the vector and $-\tfrac53$ for the axial coupling: the pieces partly cancel in one case and add in the other.

For the next order, let $L=\ln(1/\varepsilon)$ and define

$$J_n=\int_0^1\frac{x^n\,dx}{1-x+\varepsilon x^2}.$$

As $\varepsilon\to0$, $J_0\to L$, the logarithm coming from the region near $x=1$. The difference $J_0-J_n$ is finite and tends to

$$\int_0^1\frac{1-x^n}{1-x}dx=1+\tfrac12+\dots+\tfrac1n .$$

Thus $J_3\to L-\tfrac{11}{6}$ and $J_4\to L-\tfrac{25}{12}$. Writing

$$\frac{1-x}{1-x+\varepsilon x^2}=1-\frac{\varepsilon x^2}{1-x+\varepsilon x^2}$$

in the metric integrals, and measuring $a$ in units of $g^2/4\pi^2$,

$$a_V=\frac{\varepsilon}{3}-\varepsilon^2J_4\simeq\frac\varepsilon3-\varepsilon^2\Big(L-\frac{25}{12}\Big),$$

$$a_A=-\frac{5\varepsilon}{3}+\varepsilon^2(4J_3-J_4)-2\varepsilon^2J_3
\simeq-\frac{5\varepsilon}{3}+\varepsilon^2\Big(L-\frac{19}{12}\Big).$$

The term $-2\varepsilon^2J_3$ is the longitudinal part. It is suppressed by a further factor $\varepsilon L$ and does not affect the limiting ratio. The radial scalar discussed in (d) couples with the same strength $g_P$ and enters at this same order if its mass is comparable to $M$, so the correction below requires $m_h\gg M$; for $M/m=100$ and $m_h=M$ the ratio would be $-5.0036$ instead of $-5.0084$. Dividing and expanding,

$$\frac{a_A}{a_V}\simeq\frac{-5+3\varepsilon(L-\frac{19}{12})}{1-3\varepsilon(L-\frac{25}{12})}
\simeq-5-12\,\varepsilon\ln\frac1\varepsilon+\frac{53}{2}\varepsilon .$$

### (d) Light boson

Let $r=M^2/m^2\ll1$, so that $\Delta/m^2=D=x^2-rx+r$. The vector integral is regular:

$$a_V\to\frac{g^2}{4\pi^2}\int_0^1(1-x)dx=\frac{g^2}{8\pi^2}.$$

In the longitudinal part, the integral tends to $\int_0^1x\,dx=\tfrac12$ and multiplies $-2m^2/M^2$. At leading order, therefore,

$$a_A\to-\frac{g^2}{4\pi^2}\frac{m^2}{M^2}.$$

**Corrections.** Two elementary integrals are needed. Completing the square in $D$ gives

$$K_0=\int_0^1\frac{dx}{D}=\frac{\pi}{2\sqrt r}+O(1).$$

Writing $x=\tfrac12(2x-r)+\tfrac r2$, where $2x-r$ is the derivative of $D$, and using $D(0)=r$, $D(1)=1$,

$$K_1=\int_0^1\frac{x\,dx}{D}=\frac12\ln\frac1r+\frac r2K_0=\frac12\ln\frac1r+\frac{\pi\sqrt r}{4}+O(r).$$

Polynomial division gives $x^2=D+rx-r$ and $x^3=(x+r)D+(r^2-r)x-r^2$. Consequently

$$\int_0^1\frac{x^2}{D}dx=1+rK_1-rK_0\simeq1-\frac{\pi\sqrt r}{2},$$

$$\int_0^1\frac{x^3}{D}dx=\frac12+r+(r^2-r)K_1-r^2K_0
\simeq\frac12+r-\frac r2\ln\frac1r-\frac{3\pi}{4}r^{3/2}.$$

In units of $g^2/4\pi^2$, the longitudinal part is $-2/r$ times the last integral:

$$a_A^{\rm long}\simeq-\frac1r+\ln\frac1r-2+\frac{3\pi}{2}\sqrt r .$$

The metric part uses $x(1-x)(4-x)=4x-5x^2+x^3$:

$$a_A^{\rm metric}\simeq-2\ln\frac1r+\frac92-\frac{7\pi}{2}\sqrt r .$$

Adding them and restoring the units,

$$a_A\simeq-\frac{g^2}{4\pi^2}\left[\frac{m^2}{M^2}+\ln\frac{m^2}{M^2}-\frac52+2\pi\frac Mm\right],$$

with omitted terms in the bracket of order $(M^2/m^2)\ln(m^2/M^2)$. A numerical test at $M/m=10^{-3}$ isolates the coefficient of $M/m$ in $a_A$, in units of $g^2/4\pi^2$. It gives $-6.2546$ against the predicted $-2\pi=-6.2832$, a difference of the size expected from the omitted terms.

**Range of validity.** At fixed $g$, the limit $M\to0$ makes $g_P=2mg/M$ grow without bound, and the one-loop result then ceases to be reliable. A small $g$ is not sufficient; $g_P^2/4\pi$ must also be small. In terms of $g_P$, the leading moment is $-g_P^2/16\pi^2$. If $M$ and $g$ are reduced together at fixed $g/M$, the moment approaches this finite value. The neglect of the radial scalar is a separate assumption, and a demanding one here. In the simplest symmetry-breaking sector, a single complex scalar $\Phi$ with $\langle\Phi\rangle=v/\sqrt2$, one has $M=2gv$, and the radial scalar couples to the fermion with strength $m/v=g_P$. Its mass $m_h$ cannot exceed a few times $v$ if its self-coupling $m_h^2/2v^2$ is to remain perturbative. Repeating the steps of (b) with scalar vertices gives its contribution to the moment,

$$a_h=\frac{g_P^2}{8\pi^2}\int_0^1dx\,\frac{m^2x^2(2-x)}{x^2m^2+(1-x)m_h^2}.$$

This is positive and, for $m_h\gg m$, of relative order $(m^2/m_h^2)\ln(m_h^2/m^2)$. Because $m_h$ is bounded, $a_h$ cannot be made arbitrarily small at fixed $m$ and $g/M$. This sector is also not complete by itself: a single fermion with a purely axial charge leaves the $A\gamma\gamma$ and $AAA$ triangle anomalies uncancelled, so further fermions, not considered here, are required.

### (e) Numerical example

The common factor is $g^2/4\pi^2=10^{-6}/4\pi^2=2.533\times10^{-8}$. All moments are dimensionless.

**Heavy boson, $M=10$ GeV.** Here $\varepsilon=(100/10000)^2=10^{-4}$. The leading formulas give

$$a_V\simeq\tfrac13(2.533\times10^{-8})(10^{-4})=8.443\times10^{-13},$$

$$a_A\simeq-5a_V=-4.222\times10^{-12}.$$

The full one-loop integrals give $a_V=8.425\times10^{-13}$ and $a_A=-4.220\times10^{-12}$, with ratio $-5.00843$. The expansion in (c) predicts $-5.00840$. The longitudinal part, $-3.74\times10^{-15}$, is about $0.09\%$ of $a_A$.

**Light boson, $M=1$ MeV.** Now $m^2/M^2=10^4$ and $g_P=2(100)(10^{-3})/1=0.2$, so $g_P^2/4\pi=3.2\times10^{-3}$ is still small. The leading term is

$$a_A\simeq-(2.533\times10^{-8})(10^4)=-2.533\times10^{-4}.$$

The complete bracket in (d) is $10^4+9.210-2.5+0.063=10006.77$, which gives $a_A=-2.5347\times10^{-4}$, in agreement with the full integral to the digits shown. The longitudinal part is $-2.5312\times10^{-4}$ and the metric part is $-3.55\times10^{-7}$.

These digits describe the exchange of the boson alone. In the simplest symmetry-breaking sector $v=M/2g=500$ MeV, and a radial scalar with a mass of 1 to 1.75 GeV ($2v$ to $3.5v$) would add about $+1.8\times10^{-5}$ to $+7.6\times10^{-6}$. This is 7% to 3% of $|a_A|$, more than the metric part, and it is the most favourable case, since these masses already need self-couplings $m_h^2/2v^2$ of 2 to 6. A lighter scalar contributes more: 19% of $|a_A|$ at $m_h=500$ MeV and 43% at 250 MeV; near $m_h\simeq100$ MeV it cancels $a_A$, and below that the sum is positive. A prediction for a complete model must therefore include it.

The vector moment is $a_V=1.229\times10^{-8}$, about $3\%$ below its massless limit $1.267\times10^{-8}$. The integrals in (d) account for this: $\int(x^2-x^3)/D\,dx\simeq\tfrac12-\tfrac\pi2M/m$, a relative reduction of $\pi M/m\simeq3\%$.

The ratio $a_A/a_V$ is about $-2.06\times10^4$. Between the two regimes, at $M=m$, it is $-12.6$, and the longitudinal part supplies $44\%$ of $a_A$. The factor $-5$ therefore belongs to the heavy-boson limit and cannot be used to convert a vector result into an axial one at general mass.

## Numbers as computed

```
Direct loop integral vs parameter formula, a in units g^2/(4 pi^2):
 M/m=0.1: vector 0.3865912 vs 0.3865912; axial -102.6278 vs -102.6278
 M/m=1: vector 0.1045998 vs 0.1045998; axial -1.313799 vs -1.313799
 M/m=10: vector 0.003062308 vs 0.003062305; axial -0.01635071 vs -0.01635071
 M/m=40: vector 0.0002062588 vs 0.0002062567; axial -0.001039401 vs -0.001039397
Light expansion: coefficient of M/m = -6.2546 (predicted -6.2832)
Example: m = 100 MeV, g = 0.001 (dimensionless)
g^2/(4 pi^2) = 2.533030e-08 (dimensionless)
Heavy boson: M = 10000 MeV, m^2/M^2 = 0.0001
  g_P = 2mg/M = 2e-05, g_P^2/(4 pi) = 3.1831e-11
  a_V = 8.425368e-13 (dimensionless)
  a_A metric part = -4.216044e-12 (dimensionless)
  a_A longitudinal part = -3.739194e-15 (dimensionless)
  a_A total = -4.219783e-12 (dimensionless)
  a_A/a_V = -5.00843
  leading a_V = 8.443432e-13, leading a_A = -4.221716e-12
  ratio from expansion = -5.008402
Light boson: M = 1 MeV, m^2/M^2 = 1e+04
  g_P = 2mg/M = 0.2, g_P^2/(4 pi) = 3.1831e-03
  a_V = 1.228940e-08 (dimensionless)
  a_A metric part = -3.553237e-07 (dimensionless)
  a_A longitudinal part = -2.531192e-04 (dimensionless)
  a_A total = -2.534745e-04 (dimensionless)
  a_A/a_V = -20625.5
  massless-limit a_V = 1.266515e-08, leading a_A = -2.533030e-04
  a_A from four-term expansion = -2.534745e-04
Scan (a in units g^2/(4 pi^2)):
 M/m=0.01: a_V=0.48517, a_A=-10007, ratio=-20625.5, longitudinal share=0.9986
 M/m=0.1: a_V=0.38659, a_A=-102.63, ratio=-265.469, longitudinal share=0.945
 M/m=1: a_V=0.1046, a_A=-1.3138, ratio=-12.5602, longitudinal share=0.4427
 M/m=10: a_V=0.0030623, a_A=-0.016351, ratio=-5.33935, longitudinal share=0.0359
 M/m=100: a_V=3.3262e-05, a_A=-0.00016659, ratio=-5.00843, longitudinal share=0.0008861
 M/m=1000: a_V=3.3332e-07, a_A=-1.6667e-06, ratio=-5.00014, longitudinal share=1.438e-05
```
